# Cube-root electron density under compensation by triply negative vacancies

## The form of the answer

A vacancy that carries charge $-3e$ takes three electrons from the conduction band. In an ideal solution, mass action makes the vacancy density $V$ proportional to the cube of the electron density $n$:

$$V=Kn^3. \tag{1}$$

Since $V$ and $n$ are both densities, $K$ has the dimension of an inverse density squared. Let $N_D$ be the fixed density of ionised donors. If nearly all the donor charge is balanced by vacancies, then $3V\simeq N_D$, and (1) gives $n^3=V/K\simeq N_D/3K$. The donor density and $K$ thus enter only through $N_D/K$, a density cubed. The one density that can be formed from it is its cube root:

$$n\propto (N_D/K)^{1/3}. \tag{2}$$

Dimensions fix the power once the electrons have dropped out of the charge balance. Still needed are the value of $K$, the numerical factor, the donor density at which this regime begins, and the effects that end it.

## Mass action from the free energy

The crystal is held at temperature $T$, in contact with a reservoir of fixed atomic chemical potentials. The following assumptions define the ideal model:

- every donor is singly charged, and $N_D$ is fixed;
- vacancies are dilute, isolated and all triply negative;
- electrons are non-degenerate, and holes are negligible;
- charges interact only through overall neutrality.

Electron energies are measured from the conduction-band edge $E_c$. Let $N_s$ be the density of sites that can become vacant. Let $G_c$ be the free energy needed to form one triply negative vacancy when its three electrons come from $E_c$, without the entropy of choosing its site.

For $V$ vacancies on $N_s$ sites, with $V\ll N_s$, the number of arrangements is about $N_s^V/V!$. Stirling's formula gives its logarithm as $-V[\ln(V/N_s)-1]$. Non-degenerate electrons obey $n=N_ce^{\mu/kT}$, where $\mu$ is the Fermi level and $N_c$ the effective density of conduction states. Their free energy is $\int_0^n\mu\,dn'=kT\,n[\ln(n/N_c)-1]$. Per unit volume, apart from a constant,

$$f=VG_c+kTV\left[\ln\frac V{N_s}-1\right]+kTn\left[\ln\frac n{N_c}-1\right]. \tag{3}$$

Neutrality requires

$$n=N_D-3V, \tag{4}$$

so $dn/dV=-3$. The derivative of $c[\ln(c/c_0)-1]$ is $\ln(c/c_0)$, and therefore

$$\frac{df}{dV}=G_c+kT\ln\frac V{N_s}-3kT\ln\frac n{N_c}=0. \tag{5}$$

The second derivative, $kT(1/V+9/n)$, is positive, so this is a minimum. Solving (5) for $V$ gives

$$V=N_se^{-G_c/kT}\left(\frac n{N_c}\right)^3,\qquad K=\frac{N_se^{-G_c/kT}}{N_c^3}. \tag{6}$$

Since $n/N_c=e^{\mu/kT}$, the same result reads $V=N_s\exp[-(G_c-3\mu)/kT]$. The formation free energy at the actual Fermi level is $G_c-3\mu$. Raising $\mu$ lowers it three times as fast, which is how doping creates its own compensation.

## The crossover and its cube-root limit

Insertion of (1) into (4) gives

$$n+3Kn^3=N_D. \tag{7}$$

The two terms on the left are equal when $3Kn^2=1$, which defines the scale

$$n_*=(3K)^{-1/2}. \tag{8}$$

With $x=n/n_*$ and $y=N_D/n_*$, division of (7) by $n_*$ gives

$$x+x^3=y. \tag{9}$$

The left side increases with $x$, so there is one real root. To find it, put $x=a\sinh t$ and use $4\sinh^3t+3\sinh t=\sinh3t$. The terms $a^3\sinh^3t$ and $a\sinh t$ must stand in the ratio $4:3$, so $a^2=4/3$. Their sum is then $(a^3/4)\sinh3t=2\sinh3t/(3\sqrt3)$. Setting this equal to $y$ yields

$$x=\frac2{\sqrt3}\sinh\left[\frac13\operatorname{arsinh}\left(\frac{3\sqrt3}{2}y\right)\right]. \tag{10}$$

For $y\ll1$, (9) gives $x\simeq y$, or $n\simeq N_D$: compensation is weak. For $y\gg1$ the cubic term dominates:

$$n\simeq\left(\frac{N_D}{3K}\right)^{1/3}. \tag{11}$$

"Heavy doping" here means $N_D\gg n_*$, not simply a large number of donors.

The error of (11) can be bounded. Let $s=y^{1/3}$. Inserting $x=s$ in the left side of (9) gives $s^3+s>y$, so $s$ is too large. Inserting $s-1/(3s)$ gives

$$\left(s^3-s+\frac1{3s}-\frac1{27s^3}\right)+s-\frac1{3s}=s^3-\frac1{27s^3}<y,$$

so this value is too small. Hence

$$s-\frac1{3s}<x<s. \tag{12}$$

When $3s^2>1$, the cube root exceeds the solution of (7) by a fraction of that solution smaller than $1/(3s^2-1)$.

The local exponent shows how the limit is approached. From (7), $dN_D/dn=1+9Kn^2$, so

$$\frac{d\ln n}{d\ln N_D}=\frac{N_D}{n+9Kn^3}=\frac{N_D}{n+3(N_D-n)}=\frac1{3-2n/N_D}. \tag{13}$$

It falls from 1 at light doping to $1/3$ at heavy doping. At $n=n_*$, where $N_D=2n_*$, it is $1/2$.

The power comes from the vacancy charge. If doubly negative vacancies dominated, mass action would read $V=K_2n^2$ and neutrality $n+2K_2n^2=N_D$. The heavy-doping limit would then be $n\simeq(N_D/2K_2)^{1/2}$.

## A worked case

Take round parameters: $T=1400$ K, $kT=0.12064$ eV, $G_c=-1.00$ eV, $N_s=4.5\times10^{22}\ \mathrm{cm^{-3}}$ and an electron mass of 0.30 free-electron masses. These give $N_c=4.157\times10^{19}\ \mathrm{cm^{-3}}$. From (6) and (8),

$$K=\frac{4.5\times10^{22}\,e^{1.00/0.12064}}{(4.157\times10^{19})^3}\ \mathrm{cm^6}=2.49\times10^{-33}\ \mathrm{cm^6},$$

$$n_*=1.156\times10^{16}\ \mathrm{cm^{-3}}.$$

For $N_D=2.00\times10^{17}\ \mathrm{cm^{-3}}$, $y=17.3$. Equation (10) gives $n=2.84\times10^{16}\ \mathrm{cm^{-3}}$, and (4) gives

$$V=\frac{(20.00-2.84)\times10^{16}}3\ \mathrm{cm^{-3}}=5.72\times10^{16}\ \mathrm{cm^{-3}}.$$

Only 14% of the donor charge is balanced by free electrons. The cube root (11) gives $2.99\times10^{16}\ \mathrm{cm^{-3}}$, which is 5.2% above the solution of (7). The exponent (13) is 0.368.

The negative $G_c$ does not mean that vacancies form without limit. The Fermi level is

$$\mu=0.12064\ln\frac{2.84\times10^{16}}{4.157\times10^{19}}\ \mathrm{eV}=-0.879\ \mathrm{eV},$$

so the actual formation free energy is $-1.00+3(0.879)=1.64$ eV.

The ideal crossover is:

| $N_D$ (cm$^{-3}$) | $n$ (cm$^{-3}$) | Exponent |
|---:|---:|---:|
| $10^{15}$ | $9.93\times10^{14}$ | 0.986 |
| $10^{16}$ | $7.20\times10^{15}$ | 0.641 |
| $10^{17}$ | $2.19\times10^{16}$ | 0.390 |
| $10^{18}$ | $5.03\times10^{16}$ | 0.345 |
| $10^{19}$ | $1.10\times10^{17}$ | 0.336 |

Over the last decade the donors increase tenfold and the electrons by a factor of 2.2. These rows solve (7); charge correlation, treated below, already lowers $n$ by 8% and the exponent to 0.34 at $10^{17}\ \mathrm{cm^{-3}}$, and it is large in the last two rows.

The result is sensitive to $G_c$. In the cube-root limit, (6) and (11) give $n\propto e^{G_c/3kT}$ at fixed $T$ and $N_D$. For the worked case, raising $G_c$ by 0.1 eV raises $n$ to $3.68\times10^{16}\ \mathrm{cm^{-3}}$, a factor of 1.30.

## Statistics and other charge states

The first correction for degeneracy follows from expanding the Fermi function in powers of $u=e^{\mu/kT}$. The second term in the expansion contains $e^{-2E/kT}$ instead of $e^{-E/kT}$. With a density of states proportional to $\sqrt E$, its integral is smaller by $2^{-3/2}$. Thus

$$\frac n{N_c}\simeq u-\frac{u^2}{\sqrt8},\qquad u\simeq\frac n{N_c}\left(1+\frac n{\sqrt8N_c}\right). \tag{14}$$

Since $V\propto u^3$, degeneracy increases the vacancy density at given $n$ and makes $n$ grow more slowly. Here $n/N_c\simeq7\times10^{-4}$, and the effect is negligible.

The ratio of doubly to triply negative vacancies is $e^{(\varepsilon-\mu)/kT}$, where $\varepsilon$ is the level at which they are equally abundant. With $\varepsilon=-2.0$ eV the ratio is $9\times10^{-5}$. For a gap of 5.0 eV and a hole mass equal to the free-electron mass, the hole density is $4\times10^5\ \mathrm{cm^{-3}}$. A Fermi-level solution with full band statistics, holes and four vacancy charge states gives $n=2.841\times10^{16}\ \mathrm{cm^{-3}}$, the same as (7) to four digits.

That solution also tests the origin of the power. With the $(2-/3-)$ level moved to 1.0 eV above $E_c$, doubly negative vacancies dominate, and the exponent at $N_D=10^{18}\ \mathrm{cm^{-3}}$ is 0.500.

## Charge correlation lowers the exponent

Charges attract a screening cloud of opposite sign, which lowers their free energy. In linear Debye–Hückel theory, the potential around an ion of charge $ze$ is

$$\phi(r)=\frac{ze}{4\pi\epsilon}\frac{e^{-\kappa r}}r, \tag{15}$$

where $\epsilon$ is the permittivity. Subtracting the ion's own potential $ze/(4\pi\epsilon r)$ and letting $r\to0$ leaves the cloud potential $-ze\kappa/(4\pi\epsilon)$. Charging the ion from 0 to $ze$ at fixed $\kappa$ supplies a factor $1/2$. The shift is therefore

$$\Delta\mu_z=-\frac{kT}{2}z^2l_B\kappa,\qquad l_B=\frac{e^2}{4\pi\epsilon kT}. \tag{16}$$

The inverse screening length $\kappa$ follows from the sum of squared charges times densities. Using $9V=3(N_D-n)$,

$$\kappa^2=4\pi l_B(n+N_D+9V)=4\pi l_B(4N_D-2n). \tag{17}$$

This treats the electrons classically and assumes that donors and vacancies can arrange themselves relative to each other.

In (5), the vacancy term gains $-9kTl_B\kappa/2$. The three electrons each gain $-kTl_B\kappa/2$, and they enter (5) with a minus sign. The net change is $-3kTl_B\kappa$, so

$$V=Kn^3e^{3l_B\kappa}. \tag{18}$$

When $n\ll N_D$, (18) and $V\simeq N_D/3$ give $3\ln n=\ln(N_D/3K)-3l_B\kappa$. Since $\kappa\propto N_D^{1/2}$, differentiation yields

$$\frac{d\ln n}{d\ln N_D}\simeq\frac13-\frac{l_B\kappa}{2}. \tag{19}$$

For relative permittivity 9.5, $l_B=1.256$ nm, and the screening length $1/\kappa$ is 9.19 nm in the worked case. Solving (18) with neutrality lowers $n$ by 12%, to $2.49\times10^{16}\ \mathrm{cm^{-3}}$, and the exponent from 0.368 to 0.295. The latter exceeds the value from (19), about 0.265, because $n$ is not yet negligible beside $N_D$.

The ideal exponent approaches $1/3$ from above, while correlation pushes it below. For these parameters the corrected exponent therefore passes through $1/3$ instead of settling there. A broad cube-root range needs $N_D\gg n_*$ and $l_B\kappa\ll1$ together.

The vacancy's own shift is $9l_B\kappa/2=0.62$ in units of $kT$, so the correction is already an estimate. Scaled by (17), it reaches about 1.4 at $10^{18}\ \mathrm{cm^{-3}}$ and 4.5 at $10^{19}\ \mathrm{cm^{-3}}$, where the linear theory cannot be trusted.

## Pairing can stop the growth

A donor can bind to a vacancy, forming a pair of charge $-2e$. Let $P$ be the pair density, $D=N_D-P$ the density of free donors, $E_b$ the binding free energy and $Z$ the number of neighbouring donor sites. Donors are taken to occupy the same kind of site as the vacancies. Leaving out the correlation shift, equilibrium between separate and paired defects requires

$$kT\ln\frac V{N_s}+kT\ln\frac D{N_s}=-E_b+kT\ln\frac P{ZN_s}.$$

Hence

$$P=kDV,\qquad k=\frac Z{N_s}e^{E_b/kT}, \tag{20}$$

where $k$ standing alone is the pairing constant, while $kT$ remains the thermal energy. Neutrality is $n+3V+2P=D$, or

$$n+3V+3P=N_D. \tag{21}$$

Substituting $D=N_D-P$ in (20) gives $P=kVN_D/(1+kV)$. Equation (21) then becomes

$$n+3V=N_D\frac{1-2kV}{1+kV}. \tag{22}$$

The left side is positive, so $kV<1/2$. As $N_D$ grows without limit within this pair model, $kV$ must approach $1/2$. With $V=Kn^3$, the electron density approaches a ceiling from below:

$$n\to(2kK)^{-1/3}. \tag{23}$$

If each vacancy binds at most one donor, strong pairing thus replaces the cube root by saturation.

Take $Z=12$ and a separation of 0.31 nm. At the worked donor density, pairs and isolated vacancies are equally abundant when $E_b=1.21$ eV. For a rough $E_b=0.50$ eV, there are 0.003 pairs per isolated vacancy, and $n$ barely changes. A point-charge estimate gives

$$E_b=\frac{3l_BkT}{0.31\ \mathrm{nm}}=\frac{3(1.256)(0.12064)}{0.31}\ \mathrm{eV}=1.47\ \mathrm{eV}.$$

Then there are 7.4 pairs per isolated vacancy, $n$ falls to $1.43\times10^{16}\ \mathrm{cm^{-3}}$, and the ceiling is $1.58\times10^{16}\ \mathrm{cm^{-3}}$. This estimate uses the bulk permittivity at an atomic distance and omits lattice relaxation, so it shows that pairing may matter without establishing its strength. Vacancies bound to several donors are left out. With the same point-charge energies, including the repulsion between donors on the 12 neighbouring sites and summing over their arrangements, they lower $n$ by a further 3% at the worked donor density. At heavier doping they remove the ceiling: $n$ passes a maximum and falls to about $1.0\times10^{16}\ \mathrm{cm^{-3}}$ at $N_D=10^{19}\ \mathrm{cm^{-3}}$.

## From growth to room temperature

If the vacancies keep equilibrating down to 1200 K, with $G_c$ held fixed, (7) gives $n=1.46\times10^{16}\ \mathrm{cm^{-3}}$, about half the value at 1400 K. The temperature at which vacancies become immobile can therefore matter, although a rise of $G_c$ by about 0.2 eV over the same interval would cancel the change.

Suppose instead that they are frozen in at 1400 K and stay triply negative. They hold $A=3V$ electrons per unit volume, leaving $N_D-A=2.84\times10^{16}\ \mathrm{cm^{-3}}$ to be shared between the band and the donors. For isolated donors with binding energy $E_d$ and two spin states, the ionisation balance is

$$\frac{n(n+A)}{N_D-A-n}=N_1,\qquad N_1=\frac{N_c}{2}e^{-E_d/kT}, \tag{24}$$

since $n+A$ donors are ionised and $N_D-A-n$ are neutral. Here $T$ and $N_c$ are those of the final temperature. The hydrogen-like binding energy for the chosen mass and permittivity is 0.045 eV. At 1400 K only 0.2% of the donors are neutral, but at 300 K the positive root of (24) is $1.86\times10^{16}\ \mathrm{cm^{-3}}$: donors have recaptured 35% of the net electrons. This figure is an estimate, since (24) counts only the donor ground state and leaves out the random potential of the frozen charges. Counting the first excited hydrogenic shell as bound would raise it to about 52%, although states of that size already begin to overlap at this donor density.

If $A\simeq N_D$ is much larger than $N_1$ and $n$, (24) gives $n\simeq N_1(N_D-A)/N_D$. With $N_D-A\propto N_D^{1/3}$ from growth, the free density at the final temperature falls as $N_D^{-2/3}$. For the chosen parameters this limit has little room: $N_1=3.6\times10^{17}\ \mathrm{cm^{-3}}$ at 300 K, while donors of this size cease to be isolated near $3\times10^{18}\ \mathrm{cm^{-3}}$, where (24) fails.

Nearly all donors stay ionised even when recapture is strong, because the vacancies hold most of their electrons. In the worked case 95% of the donors are ionised at 300 K. What counts is the share of the few net electrons that is recaptured. The cube root survives cooling as a law for free electrons only if that share is small, which by (24) requires $N_D\ll N_1$. Since $N_D\gg n_*$ is needed as well, and $N_1$ at 300 K is only about 30 times $n_*$, these parameters leave no broad range for it. In the worked case the exponent at 300 K is already down to about 0.02 with the donor ground state alone, and to about $-0.16$ if the first excited shell is counted.

## Relation to a real material

The parameters lie roughly in the regime of aluminium-rich aluminium gallium nitride grown by metal-organic vapour deposition, where group-III vacancies are candidate compensating acceptors. They do not describe a particular alloy. The least certain is $G_c$, which depends on composition and on the growth atmosphere. The chosen $N_D$ is low for a layer meant to conduct well, where $10^{18}$ to $10^{19}\ \mathrm{cm^{-3}}$ is a more usual aim. Real layers can break the assumption of isolated vacancies; in the point-charge estimate, pairing halves $n$ in the worked case and lowers it more than threefold at $N_D=10^{18}\ \mathrm{cm^{-3}}$. Silicon donors can also become deep at high aluminium content, which would increase recapture beyond the 35% found for shallow donors. Impurities, dislocations and incomplete equilibrium at the growing surface are further departures not sized here. A measured exponent near $1/3$ would therefore not by itself identify triply negative vacancies. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Growth temperature: 1400 K; kT: 0.12064 eV
G_c: -1.00 eV; site density: 4.50e+22 cm^-3
Electron, hole masses: 0.30, 1.00 m_e
Gap: 5.0 eV; relative permittivity: 9.5
Level (2-/3-) from band edge: -2.0 eV
N_c: 4.1568e+19 cm^-3
K: 2.4932e-33 cm^6
n_star: 1.1563e+16 cm^-3
Donor density: 2.00e+17 cm^-3
N_D/n_star: 17.297
Electron density, cubic: 2.8414e+16 cm^-3
Vacancy density: 5.7195e+16 cm^-3
Free-electron fraction: 0.1421
Cube-root asymptote: 2.9903e+16 cm^-3
Asymptote excess over cubic: 5.24 %
Local exponent: 0.3682
Fermi level from band edge: -0.8793 eV
Actual formation free energy: 1.6378 eV
Table: N_D, n (cm^-3), exponent, n/asymptote
1e+15  9.9268e+14  0.9856  0.1941
1e+16  7.2038e+15  0.6413  0.6539
1e+17  2.1861e+16  0.3902  0.9211
1e+18  5.0262e+16  0.3449  0.9830
1e+19  1.0976e+17  0.3358  0.9963
Full-statistics exponent at 1e19 cm^-3: 0.3355
Control exponents, V(2-) / none: 0.5002 / 1.0000
n for G_c raised by 0.1 eV: 3.6834e+16 cm^-3
Full-statistics n: 2.8407e+16 cm^-3
Degeneracy change of n at fixed mu: -0.024 %
Hole density: 3.71e+05 cm^-3
V(2-)/V(3-): 9.24e-05
Donor binding, hydrogenic: 0.0452 eV
Neutral donors at growth: 0.198 %
Bjerrum length: 1.256 nm
Screening length: 9.189 nm
V(3-) correlation shift: 0.615 kT
n with correlation: 2.4949e+16 cm^-3
Correlation change of n: -12.20 %
Exponent with correlation: 0.2952
Pair sites: 12; distance: 0.31 nm
Binding for equal pairs and vacancies: 1.206 eV
Pair/vacancy at 0.50 eV: 0.0034
n at 0.50 eV binding: 2.8384e+16 cm^-3
Point-charge binding: 1.467 eV
Pair/vacancy, point charge: 7.400
n, point-charge binding: 1.4350e+16 cm^-3
Pair-limited plateau: 1.5798e+16 cm^-3
n if equilibrated to 1200 K: 1.4599e+16 cm^-3
Free electrons at 300 K: 1.8566e+16 cm^-3
Net electrons recaptured: 34.66 %
```
